**When the generalized Kohn-Sham gap equals the total-energy gap**

**1. What the answer must look like**

Two gaps can be computed from an approximate energy functional for a crystal of M cells and N electrons. One is built from three ground-state energies,

G = E(N+1) + E(N−1) − 2E(N),

and the other, g = ε_LU − ε_HO, is the distance between the lowest unoccupied and highest occupied levels of the one-electron operator of the N-electron system. The difference G − g can come only from the change that one electron or one hole makes in the operator. If the extra electron is spread over all cells, it changes the occupation of each by an amount of order 1/M. A short-ranged interaction supplies one energy K per unit of occupation, so G − g is at most of order K/M. A bare Coulomb interaction supplies no energy of its own, only e²/length, and the one length of a uniformly spread charge is the box size L, so G − g is at most of order 1/L in Hartree atomic units, which are used throughout. Both vanish for an infinite crystal. Two things can spoil this. The electron may settle into a region of fixed size, and then G − g tends to a constant that is in general not zero. Or the operator may change by a finite amount under a vanishing change of occupation. The equality G = g is therefore a statement about a limit, under these two conditions and for a periodic neutral state that fills its lowest levels, and at finite M the true statement is a pair of inequalities.

**2. The simplest case**

Take an orthonormal basis of localized functions |i⟩, with spin included in i, and let γ be the one-particle density matrix. For independent electrons E[γ] = Tr(hγ). With ordered eigenvalues λ_1 ≤ λ_2 ≤ … of h, E(N) = λ_1 + … + λ_N, so

G = λ_{N+1} − λ_N = g

at every size. Now add a charging term (K/2M)(Tr γ − N)². It adds K/2M to both E(N+1) and E(N−1). Its derivative with respect to γ is (K/M)(Tr γ − N) times the unit matrix, which is zero at Tr γ = N, so g is unchanged and

G − g = K/M.

This is the form found in section 1, exact for this model, and K = 0 returns the independent-electron result.

**3. General functional: definitions and stationarity**

Let E[γ] be invariant under lattice translations and continuously differentiable on the Hermitian matrices with eigenvalues between 0 and 1. The generalized Kohn-Sham operator F[γ] is the Hermitian matrix defined by

dE = Tr(F dγ).

In a finite basis the Hartree-Fock energy is of this kind, and so are LDA, GGA, meta-GGA and hybrid energies as long as the density stays away from zero, which is the only region the argument uses. Because dγ may change the trace, the additive constant in F is fixed by the functional. E(N) is the minimum of E over projectors of rank N, γ_N is a minimizer, F_N = F[γ_N], and g = λ_{N+1}(F_N) − λ_N(F_N).

For anti-Hermitian X the matrix exp(sX) γ exp(−sX) is again a rank-N projector, with derivative Xγ − γX at s = 0. At a minimizer, by cyclic invariance of the trace,

0 = Tr(FXγ − FγX) = Tr(X Y),  Y = γF − Fγ.

Y is anti-Hermitian, so X = Y is allowed, and Tr(YY) = −Tr(Y†Y) = 0 forces Y = 0. F commutes with γ, so the eigenvectors of F can be chosen each wholly occupied or wholly empty. For F = h this is the statement that the orbitals of section 2 are eigenvectors of h.

The assumptions are three. The norm ‖·‖ is the largest absolute eigenvalue, and |δγ|_max is the largest |δγ_ij|.

(A) γ_N is lattice periodic and occupies the N lowest levels of F_N.

(C) Continuity: ‖F[γ′] − F[γ]‖ ≤ C |γ′ − γ|_max for the pairs of matrices used below.

(D) Delocalization: as M grows, C/M, C m± and C p± tend to zero, where m± = |γ_{N±1} − γ_N|_max and p± = |P′±|_max. Here P′+ projects on the highest occupied orbital of γ_{N+1} and P′− on the lowest empty orbital of γ_{N−1}.

**4. Adding or removing one frozen orbital**

Let P = |ψ⟩⟨ψ| with ψ a normalized eigenvector of F[γ] of eigenvalue ε. Take σ = +1 if ψ is empty and σ = −1 if it is occupied. The matrices γ + tσP, 0 ≤ t ≤ 1, have eigenvalues 0 and 1 and one eigenvalue t or 1 − t, so they lie in the domain of E. Integrating dE along this line, and adding and subtracting F[γ],

E[γ + σP] − E[γ] = ∫₀¹ Tr(F[γ + tσP] σP) dt = σε + R,

R = σ ∫₀¹ ⟨ψ| F[γ + tσP] − F[γ] |ψ⟩ dt.

An expectation value in a normalized state is bounded by the norm, which by (C) is at most C t |P|_max. Since ∫₀¹ t dt = 1/2,

|R| ≤ (C/2) |P|_max.  (1)

For the charging model the change of F is σtK/M, so R = σ²K/2M = K/2M for either sign, as found directly.

**5. Upper bound**

Apply this to γ_N with P_LU (σ = +1, remainder R+) and with P_HO (σ = −1, remainder R−). By (A) their eigenvalues are ε_LU = λ_{N+1}(F_N) and ε_HO = λ_N(F_N). The end points are projectors of rank N ± 1, so they are trial states:

E(N+1) ≤ E(N) + ε_LU + R+,
E(N−1) ≤ E(N) − ε_HO + R−.

Adding the two and subtracting 2E(N),

G ≤ g + R+ + R−.  (2)

Since γ_N is periodic and E is translation invariant, F_N commutes with translations, and so does γ_N. The frontier orbitals can then be chosen as Bloch states even when the level is degenerate: ψ on basis function s of cell R is exp(ikR) u_s, with M Σ_s |u_s|² = 1. Hence |P_ij| = |ψ_i||ψ_j| ≤ 1/M, and (1) gives |R±| ≤ C/2M and

G − g ≤ C/M.  (3)

Nothing was assumed about the relaxed charged states. Whatever they do, G cannot exceed g in the limit, so localization can only lower G.

**6. Lower bound**

Run the same argument backwards, using the charged minimizers to build trial states for N electrons. Remove the highest occupied orbital of γ_{N+1} (eigenvalue ε′+ of F_{N+1}, remainder R′+) and fill the lowest empty orbital of γ_{N−1} (eigenvalue ε′− of F_{N−1}, remainder R′−):

E(N) ≤ E(N+1) − ε′+ + R′+,
E(N) ≤ E(N−1) + ε′− + R′−.

Adding and rearranging,

G ≥ ε′+ − ε′− − R′+ − R′−.  (4)

Two facts connect ε′± to the levels of F_N.

The first is counting. The N+1 occupied eigenvalues of F_{N+1} fill N+1 places in the ordered list, so the largest stands at place N+1 or later: ε′+ ≥ λ_{N+1}(F_{N+1}). Among the first N places of the list for F_{N−1} at most N−1 are occupied, so one is empty: ε′− ≤ λ_N(F_{N−1}). The charged states need not fill their lowest levels.

The second is Weyl's inequality. Let F have eigenvectors v_1 … v_D. In any k-dimensional subspace S there is a normalized vector that also lies in the span of v_k … v_D, because k + (D − k + 1) exceeds D, and for it ⟨F⟩ ≥ λ_k. So the maximum of ⟨F⟩ over S is at least λ_k, and it equals λ_k when S is the span of v_1 … v_k. Apply the first statement to F′ with S built from the eigenvectors of F:

λ_k(F′) ≤ max over S of (⟨F⟩ + ⟨F′ − F⟩) ≤ λ_k(F) + ‖F′ − F‖.

Exchanging F and F′ gives |λ_k(F′) − λ_k(F)| ≤ ‖F′ − F‖. With η± = ‖F_{N±1} − F_N‖,

ε′+ ≥ ε_LU − η+,  ε′− ≤ ε_HO + η−,

and (4) becomes

G − g ≥ −(η+ + η− + R′+ + R′−).  (5)

By (C), η± ≤ C m±, and by (1), R′± ≤ C p±/2. Together with (3),

−C [m+ + m− + (p+ + p−)/2] ≤ G − g ≤ C/M.  (6)

Under (D) both ends tend to zero, so G − g → 0. For independent electrons C = 0 and (6) gives G = g at every M. For the charging model η± = K/M and R′± = K/2M, so (5) reads G − g ≥ −3K/M while (2) holds with equality. The lower bound is loose because Weyl's inequality allows the levels to shift with the unfavourable sign.

The smallness of 1/N does not by itself give this result. Total energies grow as M, so a relative change 1/M in γ changes E by order one, the same order as G. The proof avoids this because it compares only eigenvalues and single-orbital expectation values.

**7. The constant C**

Take the hybrid form, with n_i = γ_ii, symmetric V and a background charge z per site,

E = Tr(hγ) + ½ Σ_ij V_ij (n_i − z)(n_j − z) − (α/2) Σ_ij V_ij γ_ij γ_ji + Σ_i e(n_i).

The variation of the exchange term is −α Σ_ij V_ij γ_ij dγ_ji, two equal contributions cancelling the ½, and the Hartree term works the same way. Comparing with Tr(F dγ) = Σ_ij F_ij dγ_ji,

F_ij = h_ij + δ_ij [Σ_l V_il (n_l − z) + e′(n_i)] − α V_ij γ_ij.

The norm of a Hermitian matrix B is at most its largest absolute row sum: if Bx = bx and x_i is the component of largest modulus, |b||x_i| ≤ Σ_j |B_ij||x_j| ≤ |x_i| Σ_j |B_ij|. For a change δγ with |δγ|_max = m, and W the largest value of Σ_j |V_ij|, the Hartree term puts at most Wm in a row, the exchange term at most αWm, and the local term at most sup|e″| m by the mean-value theorem. So

C = (1 + α) W + sup|e″|.  (7)

For e proportional to n^(4/3), e″ diverges as n → 0, and the supremum is taken over the occupations actually met. For screened V the sum W does not grow with M, and m±, p± of order 1/M give an error of order 1/M.

For bare 1/r between sites of unit spacing in a cube of side L (nearest periodic image, finite on-site value), M = L³ and W approaches L² J, with J the integral of 1/r over the unit cube centred on the origin. Since ∇·(r/r) = 2/r, J is half the flux of the radial unit vector through six faces, on each of which its normal component is (1/2)/r:

J = ½ · 6 · ½ · 4 Q = 6Q,  Q = ∫₀^½ ∫₀^½ dx dy / r,  r² = x² + y² + ζ²,  ζ = ½.

Let Φ = x ln(y + r) + y ln(x + r) − ζ arctan(xy/ζr). The x-derivative of the first term is ln(y + r) + x²/[r(y + r)], and x²/[r(y + r)] = x²(r − y)/[r(x² + ζ²)]. That of the second is y/r. For the third, ζ²r² + x²y² = (x² + ζ²)(y² + ζ²) gives ∂ arctan/∂x = yζ/[r(x² + ζ²)]. The pieces proportional to y/[r(x² + ζ²)] have coefficients −x² + (x² + ζ²) − ζ² = 0, leaving ∂Φ/∂x = ln(y + r) + x²/(x² + ζ²), whose y-derivative is (1 + y/r)/(y + r) = 1/r. At the corners Φ(½,½) = ln[(1 + √3)/2] − π/12, Φ(½,0) = Φ(0,½) = ½ ln(1/√2), Φ(0,0) = 0. Then Q = ln[(1 + √3)/√2] − π/12 = ½ ln(2 + √3) − π/12 and

J = 3 ln(2 + √3) − π/2 = 2.38008.

Direct lattice sums without the on-site term, which changes W/L² only by order 1/L², give 2.37483 at L = 21 and 2.37985 at L = 101. Thus C/M falls as L²/L³ = 1/L, in line with section 1. The lower end of (6) falls in the same way provided m± and p± are of order 1/M and do not merely vanish.

**8. Unbounded operators**

In a meta-GGA without a basis cutoff the energy density depends on τ = ½ Σ|∇ψ|², summed over occupied orbitals, and with v_τ its derivative with respect to τ the change of F contains −½∇·(δv_τ ∇), whose norm is infinite. Replace the norm bound by |⟨φ|F′ − F_N|φ⟩| ≤ η ⟨φ|F_N − λ_1 + 1|φ⟩ with η < 1. Then

(1 − η)⟨F_N⟩ − η(1 − λ_1) ≤ ⟨F′⟩ ≤ (1 + η)⟨F_N⟩ + η(1 − λ_1).

Both outer expressions increase with ⟨F_N⟩, so taking the maximum over a subspace and the minimum over subspaces preserves the inequalities and gives |λ_k(F′) − λ_k| ≤ η(λ_k − λ_1 + 1). For k = N, N+1 the bracket is at most the width λ_N − λ_1 of the occupied spectrum plus the gap plus 1, independent of M. The remainders are single-orbital expectation values and are bounded by 2η times ⟨F_N − λ_1 + 1⟩ in that orbital, if η bounds every operator on the paths relative to F_N. They vanish with η as long as the frontier orbitals have bounded energy. If the right-hand side of the form bound is η alone, for normalized φ, the level shifts are at most η, as in section 6.

**9. A ring on which the conditions hold**

All parameters are chosen inputs. A ring of M cells has two sites per cell, one spinless orbital per site, N = M, nearest-neighbour hopping −0.1, site energies −0.15 (low site) and +0.15 (high site), z = 0.5, and

V(d) = exp(−κad)/√(a²d² + s²),  a = 3, s = 2.5, κ = 0.3,

for sites d steps apart, so V(0…3) = 0.4, 0.10411, 0.02543, 0.00719. Functional A has α = 0.25 and e = −(1 − α) c n^(4/3) with c = 0.1. The occupations are 0.84553 (low) and 0.15447 (high).

The band edges lie at k = π. There the low-high element of F vanishes: separations +d and −d, with d = 2D + 1, correspond to cell offsets D and −D − 1, whose phases at k = π are opposite, while reflection symmetry makes the matrix elements equal. The HO orbital lives on low sites only and the LU orbital on high sites only, with |P_ij| = 1/M. The frozen remainders follow by hand. With V_s the sum of V over one sublattice, the Hartree term gives V_s/2M, the exchange term −αV_s/2M, and the local term e″/2M to leading order:

R± ≈ [(1 − α)V_s + e″(n)]/2M.

V_s lies between 0.4 + 2(0.02543) = 0.451 and W − 2(0.10411 + 0.00719) = 0.68016 − 0.22260 = 0.458. With e″ = −0.0333 n^(−2/3), which is −0.037 on the low site and −0.116 on the high site, M = 32 gives R− between 0.00470 and 0.00478, and R+ between 0.00347 and 0.00355. The computed values are R− = 0.004755 and R+ = 0.003608. The second lies slightly above the estimate because |e″| falls as the small occupation of the high site rises by 1/32. The local remainder M[e(n + 1/M) − e(n) − e′(n)/M] has the next term e‴/6M², with e‴ = 0.0222 n^(−5/3) = 0.50 on the high site. This adds 0.00008 and moves the range to 0.00356–0.00363.

The charged states were started from a localized seed and relaxed to periodic states. For M = 32, up to rounding in the last digit:

E(N−1) − E(N) = −8.723567 + 8.978072 = 0.254504
E(N+1) − E(N) = −8.972851 + 8.978072 = 0.005220
G = 0.254504 + 0.005220 = 0.259725
g = 0.001618 + 0.249834 = 0.251453
G − g = 0.008272

The upper bound (2) is 0.003608 + 0.004755 = 0.008363, so orbital relaxation accounts for only 0.00009. The forward and backward trial states enclose the addition energy tightly,

ε′+ − R′+ = 0.008889 − 0.003675 = 0.005214 ≤ 0.005220 ≤ 0.001618 + 0.003608 = 0.005226,

and the removal energy lies between 0.259171 − 0.004751 = 0.254420 and 0.249834 + 0.004755 = 0.254589. The level shifts ε′+ − ε_LU = 0.007271 and ε_HO − ε′− = 0.009337 stay below η+ = 0.008078 and η− = 0.010153. Bound (5) is −(0.008078 + 0.010153 + 0.003675 + 0.004751) = −0.02666. From (7), C = 1.25 × 0.68016 + 0.11666 = 0.96686, the last term taken at the smallest occupation met, and (6) reads

−0.96686 × (0.03144 + 0.03175 + 0.03125) = −0.0913 ≤ 0.0083 ≤ 0.0302.

For M = 8, 16, 32, 64 the product M(G − g) is 0.2695, 0.2666, 0.2647, 0.2637, while g has converged to 0.251453 by M = 16, and M m± stays between 1.00 and 1.02. If G = G∞ + b/M + b′/M², the combination (8G₆₄ − 6G₃₂ + G₁₆)/3 removes b because 8 − 12 + 4 = 0 and b′ because 8 − 24 + 16 = 0. It gives G∞ = 0.251448 (6.8422 eV), against g = 0.251453 (6.8424 eV) from a separate Bloch calculation, a residue of −5 × 10⁻⁶. At M = 8 the difference G − g is still 0.034, so a small supercell cannot be used to judge the equality. That the periodic states are global minima is not proved numerically; what is verified is that they are reached from a localized start and satisfy all four variational inequalities.

**10. Delocalization fails**

Functional B has α = 1 and e = −(u/2)n² with u = 0.3. Its energy is a quadratic polynomial in γ and V is short-ranged, so (C) holds with C = 2W + u from (7), independent of M. The formula for R± is now exact, and Hartree and exchange cancel: R+ + R− = −u/M, which is −0.01875 at M = 16 and −0.00938 at M = 32, as computed. The relaxed carriers are trapped on one site, with m± = 0.9527 and η± = 0.2840 at both sizes, and

G − g = 0.514971 − 0.732321 = −0.217350 (−5.914 eV),

the same for M = 16 and 32. The sign agrees with (3). Had a still lower charged state been missed, G would be lower again, so the failure does not depend on having found the global minima of the charged systems. A calculation that forces the charged cell to remain periodic would report G → g here, from a state that is not the minimum. A scaling estimate shows when to expect trapping: a carrier of size ℓ pays kinetic energy proportional to 1/ℓ², and a net short-ranged self-attraction gains 1/ℓ^d in d dimensions, so in one dimension any net attraction wins at large ℓ. The net attraction includes orbital relaxation, which can only lower the energy. For plain Hartree-Fock (α = 1, u = 0) the frozen remainders vanish, the periodic charged states of this ring give M(G − g) ≈ −0.008, and by this estimate (D) is expected to fail on long enough rings. With a bare Coulomb interaction the self-energy scales as 1/ℓ, so a net attraction also wins at large ℓ in three dimensions. For Hartree-Fock and for hybrids with a large exchange fraction (D) must therefore be checked and not assumed. For functional A the frozen self-interaction R± is positive and the relaxation correction to it is small.

**11. Continuity fails**

Keep the energy of functional A but allow only orbitals of a local operator h_s, as in the optimized effective potential method. For periodic potentials on this ring h_s(w) is h with site energies ∓(0.15 + w). The unitary variations of section 3 are no longer all allowed, so the orbitals need not be eigenvectors of F. The line integral of section 4 survives with ε replaced by an expectation value. At fixed w,

E(N+1; w) = E(N; w) + f_L(w) + R,  f_L(w) = ⟨LU|F[γ_N(w)]|LU⟩,  |R| ≤ C/2M.

Let w₀ minimize E(N; w). This energy is extensive. It levels off at large |w|, so restrict w to a fixed bounded interval around w₀ and assume that there E(N; w) ≥ E(N; w₀) + (Mβ/2)δ² and |f_L(w) − f_L(w₀)| ≤ μ|δ| with δ = w − w₀ and β > 0, μ independent of M. The minimum of (Mβ/2)δ² − μ|δ| is −μ²/2Mβ, at |δ| = μ/Mβ, and δ = 0 supplies the upper bound. So E(N+1) − E(N) = f_L(w₀) + O(1/M), and in the same way E(N) − E(N−1) = f_H(w₀) + O(1/M). Writing F = h_s + (F − h_s), with g_KS the gap of h_s,

G → g_KS + Δ,  Δ = c+ − c−,  c+ = ⟨LU|F − h_s|LU⟩,  c− = ⟨HO|F − h_s|HO⟩.

The local operator whose frontier level gives the removal energy is h_s + c−, and the one whose frontier level gives the addition energy is h_s + c+. They differ by Δ times the unit matrix, of norm |Δ| at every M, although γ changes by only 1/M. This is the derivative discontinuity, and it violates (C). For α = 0 the matrix F is itself local, the restriction costs nothing, F − h_s is a constant and Δ = 0.

On the ring w₀ = −0.032736, so g_KS = 2(0.15 − 0.032736) = 0.234528. With Δ = 0.016918 (0.460 eV) the sum is 0.251446, and the extrapolated total-energy gap is 0.251441. The total-energy gap barely notices the restriction: at M = 32 it is 0.259720, against 0.259725 without it. On this ring the frontier orbitals are the same single-sublattice states in both schemes, so g_KS + Δ differs from g only through the change of γ_N inside F, which is evidently small here. The same energy expression thus gives nearly the same G in two schemes whose eigenvalue gaps differ by 0.017, and only the one with the continuous operator shows G in its spectrum.

The result says nothing about accuracy. It equates two quantities of one approximate functional, so an LDA band gap that is too small means that the LDA total-energy gap of the extended system is too small as well, and charged-supercell energy differences converged in cell size cannot repair it. In a small cell G can lie well above g, but by (3) the excess is at most C/M and disappears as the cell grows. It also does not apply to the exact Kohn-Sham potential. That potential is the derivative of an energy with respect to the density, as in LDA, but in general it jumps by a constant when the electron number passes through an integer, so (C) fails.

**12. What the numerical check tests**

The numerical check compares Tr(FX) with a finite difference of E along a random direction X (both 1.06059339), and compares each frozen energy difference with σε + R, where R comes from quadrature of the operator along the line. For every ring of functionals A and B it tests the commutator for the charged states, the Bloch bound, the bounds on η± and on the remainders, Weyl's inequality for all levels, the counting step, the four variational inequalities and the chain (2), (3), (5), (6). It tests the 1/M law (the ratio of G − g at M = 32 and 64 is 2.0080), the extrapolated G against the independent k-space gap, the size independence of the trapped result, the relation G → g_KS + Δ, and the cube sum against J. The form bounds of section 8 are not tested numerically. In the printout the low and high sites are labelled A and B, and the negative of E(N+1) − E(N) is printed as the affinity A.

Values computed for the example and the checks

```
inputs: t=0.1 Ha, Delta0=0.15 Ha, z=0.5, a=3.0 bohr, s=2.5 bohr, kappa=0.3/bohr
V(0..3) = [0.4     0.10411 0.02543 0.00719] Ha; 1 Ha = 27.2114 eV
functional A: {'alpha': 0.25, 'c': 0.1, 'u': 0.0} ; functional B: {'alpha': 1.0, 'c': 0.0, 'u': 0.3} (c, u in Ha); seed depth 0.1 Ha
dE along X: finite difference 1.06059339 Ha, Tr(F X) 1.06059339 Ha
A:  M   g[Ha]     G[Ha]     G-g[Ha]   M(G-g)[Ha]
A:  8  0.251461  0.285153  0.033691  0.2695
A: 16  0.251453  0.268113  0.016660  0.2666
A: 32  0.251453  0.259725  0.008272  0.2647
A: 64  0.251453  0.255572  0.004120  0.2637
A:  M   C-lower   sharp lower  sharp upper  C/M [Ha]   M*m+  M*m-
A:  8  -0.36640  -0.10926  0.03408  0.12118  1.0081  1.0156
A: 16  -0.18283  -0.05384  0.01685  0.06048  1.0069  1.0158
A: 32  -0.09131  -0.02666  0.00836  0.03021  1.0062  1.0159
A: 64  -0.04563  -0.01325  0.00416  0.01510  1.0058  1.0159
A M=32: E(N-1)=-8.723567, E(N)=-8.978072, E(N+1)=-8.972851 Ha
A M=32: I=0.254504, A=-0.005220 Ha
A M=32: eps_HO=-0.249834, eps_LU=0.001618 Ha
A M=32: eps'+=0.008889, eps'-=-0.259171 Ha
A M=32: R+=0.003608, R-=0.004755, R'+=0.003675, R'-=0.004751 Ha
A M=32: eta+=0.008078, eta-=0.010153 Ha
A M=32: m+=0.03144, m-=0.03175, p+=0.03125, p-=0.03125
A M=32: row sum of V=0.68016 Ha, C=0.96686 Ha
A: (G-g)(32)/(G-g)(64) = 2.0080
A: Bloch n_A=0.84553, n_B=0.15447 electrons
A: Bloch g = 0.251453 Ha = 6.8424 eV
A: extrapolated G = 0.251448 Ha = 6.8422 eV, G-g = -5.0e-06 Ha
B M=16: g=0.732321, G=0.514971, G-g=-0.217350 Ha
B M=16: m+=0.9527, m-=0.9527, eta+=0.2840, eta-=0.2840, R++R-=-0.01875 Ha
B M=32: g=0.732321, G=0.514971, G-g=-0.217350 Ha
B M=32: m+=0.9527, m-=0.9527, eta+=0.2840, eta-=0.2840, R++R-=-0.00938 Ha
B: Bloch g = 0.732321 Ha; (G-g)(32) = -5.914 eV
OEP M=16: G=0.268109, g_KS=0.234528, jump=0.016918, w=-0.032736 Ha
OEP M=32: G=0.259720, g_KS=0.234528, jump=0.016918, w=-0.032736 Ha
OEP M=64: G=0.255567, g_KS=0.234528, jump=0.016918, w=-0.032736 Ha
OEP: extrapolated G=0.251441, g_KS+jump=0.251446 Ha
OEP: jump = 0.460 eV
cube L=21: sum(1/r)/L^2 = 2.37483 (limit 2.38008, unit spacing)
cube L=101: sum(1/r)/L^2 = 2.37985 (limit 2.38008, unit spacing)
```
